\section*{First-order intervalley phonon scattering between spherical valleys}

\section{A rate that grows too fast}

An electron in a model semiconductor has an energy of 50 meV above the bottom of its valley. It absorbs a 20 meV phonon and lands in another valley at a rate of $2.5\times10^{10}\,\mathrm{s^{-1}}$. At 100 meV the rate is $6.0\times10^{10}\,\mathrm{s^{-1}}$, which is 2.40 times as large. The density of final states grows as the square root of the final energy, so it supplies a factor $\sqrt{120/70}=1.31$. A further factor of 1.83 has to come from the coupling itself.

That factor is $220/120$, the ratio of the values of $2E+\hbar\omega$ at the two energies. It appears because symmetry forbids the coupling between the two valley minima, and what remains is proportional to the wavevectors measured from those minima.

\section{Model and phonon amplitude}

Two valleys have their minima at $\mathbf K$ and $-\mathbf K$. The electron starts at $\mathbf K+\mathbf k$ and ends at $-\mathbf K+\mathbf k'$, with energies
\begin{equation}
E=\frac{\hbar^2k^2}{2m},\qquad E'=\frac{\hbar^2k'^2}{2m}.
\end{equation}
Each energy is counted from the minimum, which is the same in both valleys. The valleys are spherical and parabolic, spin is conserved, and final states are empty. The phonon has wavevector $\mathbf Q=-2\mathbf K+\mathbf q$, up to a reciprocal lattice vector, where
\begin{equation}
\mathbf q=\mathbf k'-\mathbf k .
\end{equation}
The phonon energy is taken as a constant $\hbar\omega$. This assumes that the phonon frequency changes little over the range of $\mathbf q$ involved.

In a crystal of volume $V$ and density $\rho$, one phonon branch with polarization $\mathbf e_{\mathbf Q}$ displaces the atoms by
\begin{equation}
\mathbf u(\mathbf r)=\sum_{\mathbf Q}\sqrt{\frac{\hbar}{2\rho V\omega}}\;
\mathbf e_{\mathbf Q}\left(a_{\mathbf Q}+a^\dagger_{-\mathbf Q}\right)e^{i\mathbf Q\cdot\mathbf r}.
\end{equation}
The prefactor is fixed by the energy. With $N$ phonons in a mode, its mean square amplitude is $\hbar(2N+1)/(2\rho V\omega)$. The kinetic energy is $\tfrac12\rho V\omega^2$ times this, or $\tfrac12\hbar\omega(N+\tfrac12)$, which is half the oscillator energy, as it must be.

Let $V_{\mathbf Q}$ be the change of the crystal potential per unit amplitude of the displacement wave. Its matrix element
\begin{equation}
M(\mathbf k',\mathbf k)=\langle-\mathbf K+\mathbf k'|V_{\mathbf Q}|\mathbf K+\mathbf k\rangle
\end{equation}
is an energy per length and is called the vertex. Absorption uses $a_{\mathbf Q}$, whose squared matrix element is $N$. Emission uses $a^\dagger_{-\mathbf Q}$ and gives $N+1$. The thermal averages are
\begin{equation}
n_+=N=\frac{1}{e^{\hbar\omega/k_BT}-1},\qquad n_-=N+1 .
\end{equation}
From here on the upper sign means absorption and the lower sign emission. The squared matrix element of the full interaction is $\hbar n_\pm|M|^2/(2\rho V\omega)$.

\section{Why the zeroth order vanishes}

Suppose the crystal has a mirror plane that contains the line from $-\mathbf K$ to $\mathbf K$. The mirror leaves both wavevectors unchanged, so each nondegenerate valley state is multiplied by $+1$ or $-1$. The two states are complex conjugates of each other and therefore have the same sign. A phonon that moves the atoms perpendicular to the mirror has its displacement reversed, so $V_{\mathbf Q}\to-V_{\mathbf Q}$. Applying the mirror to everything in the matrix element cannot change its value, hence
\begin{equation}
M(0,0)=-M(0,0)=0 .
\end{equation}
Other symmetry operations can do the same for other phonons. What follows needs the result $M(0,0)=0$, whatever operation produces it.

\section{The linear vertex}

To first order in the wavevectors,
\begin{equation}
M(\mathbf k',\mathbf k)=\mathbf a\cdot\mathbf k+\mathbf b\cdot\mathbf k' .
\label{general}
\end{equation}
Time reversal relates $\mathbf a$ to $\mathbf b$. Without spin-orbit coupling the Hamiltonian is real, so the conjugate of a Bloch function is again a Bloch function, with the opposite wavevector. We fix the phases in the second valley by $\psi_{-\mathbf K+\mathbf p}=\psi^*_{\mathbf K-\mathbf p}$. For a local potential,
\begin{align}
M(\mathbf k',\mathbf k)&=\int\psi^*_{-\mathbf K+\mathbf k'}V_{\mathbf Q}\,\psi_{\mathbf K+\mathbf k}\,d^3r
=\int\psi_{\mathbf K-\mathbf k'}V_{\mathbf Q}\,\psi_{\mathbf K+\mathbf k}\,d^3r\nonumber\\
&=\int\psi^*_{-\mathbf K-\mathbf k}V_{\mathbf Q}\,\psi_{\mathbf K-\mathbf k'}\,d^3r
=M(-\mathbf k,-\mathbf k').
\end{align}
The second line exchanges the order of the two functions and uses the phase convention once more. The phonon wavevector is the same on both sides, because $-\mathbf k-(-\mathbf k')=\mathbf q$. Inserting (\ref{general}) gives
\begin{equation}
\mathbf a\cdot\mathbf k+\mathbf b\cdot\mathbf k'=-\mathbf a\cdot\mathbf k'-\mathbf b\cdot\mathbf k .
\end{equation}
This holds for all $\mathbf k$ and $\mathbf k'$, so $\mathbf a=-\mathbf b$ and
\begin{equation}
M=\mathbf b\cdot(\mathbf k'-\mathbf k)=\mathbf b\cdot\mathbf q .
\end{equation}
The vector $\mathbf b$ has the dimension of energy. A different smooth choice of phases multiplies $M$ by a phase factor. Since $M$ has no zeroth-order term, its linear term then changes by a constant phase at most, and $|M|^2$ is unaffected to leading order.

\subsection*{A lattice where the vertex can be written down}

Take a square lattice of unit spacing with one orbital per site and the band
\begin{equation}
\varepsilon=6\cos p_x+2\cos2p_x-4\cos p_y-2\cos p_x\cos p_y .
\end{equation}
The coefficient of $\cos p_y$ is $-(4+2\cos p_x)<0$, so the minima have $p_y=0$. There $\varepsilon=4c^2+4c-6$ with $c=\cos p_x$, which is lowest at $c=-\tfrac12$. The valleys sit at $(\pm2\pi/3,0)$.

Let the atoms move along $y$ with displacement $e^{i\mathbf Q\cdot\mathbf r}$, and let the hopping on a bond $\mathbf d$ change by $g_{\mathbf d}$ times the stretch of the bond. With $\mathbf Q=\mathbf p'-\mathbf p$, one kind of bond contributes
\begin{equation}
g_{\mathbf d}\hat d_y\left(e^{i\mathbf Q\cdot\mathbf d}-1\right)\left(e^{-i\mathbf p'\cdot\mathbf d}+e^{i\mathbf p\cdot\mathbf d}\right)
=2ig_{\mathbf d}\hat d_y\left(\sin\mathbf p'\!\cdot\mathbf d-\sin\mathbf p\cdot\mathbf d\right).
\end{equation}
We choose $g=1$ for the bond $(0,1)$ and $g=\tfrac12$ for the diagonals $(1,\pm1)$, for which $\hat d_y=\pm1/\sqrt2$. The sum is
\begin{equation}
M=i\left[f(\mathbf p')-f(\mathbf p)\right],\qquad f(\mathbf p)=\left(2+\sqrt2\cos p_x\right)\sin p_y .
\end{equation}
It vanishes between the minima, and near them $M\simeq1.29\,i\,q_y$, as the general argument requires. The next terms are quadratic. When $\mathbf k$ and $\mathbf k'$ each run over the twelve wavevectors of length 0.17 on a periodic lattice of $180\times180$ sites, the mean of $|M|^2$ exceeds its linear approximation by 0.7\%.

\section{The golden rule}

Several phonon modes of the same energy may contribute, each with its own $\mathbf b_\nu$. The rate out of the state $\mathbf k$ is
\begin{equation}
W_\pm=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\frac{\hbar n_\pm}{2\rho V\omega}
\sum_\nu|\mathbf b_\nu\cdot(\mathbf k'-\mathbf k)|^2\,\delta(E'-E\mp\hbar\omega).
\label{golden}
\end{equation}

\subsection*{Average over angles}

The delta function fixes $k'$ but not its direction. Over the sphere of final directions the mean of $k'_i$ is zero and the mean of $k'_ik'_j$ is $\delta_{ij}k'^2/3$. The cross terms between $\mathbf k$ and $\mathbf k'$ drop out, leaving
\begin{equation}
\sum_\nu\left(|\mathbf b_\nu\cdot\mathbf k|^2+\tfrac13|\mathbf b_\nu|^2k'^2\right).
\label{direction}
\end{equation}
The first term still depends on the direction of incidence. Averaging over that direction turns it into $\tfrac13|\mathbf b_\nu|^2k^2$. With
\begin{equation}
D_1^2=\frac13\sum_\nu|\mathbf b_\nu|^2
\end{equation}
the mean squared vertex becomes
\begin{equation}
D_1^2(k^2+k'^2)=\frac{2mD_1^2}{\hbar^2}(E+E')=\frac{2mD_1^2}{\hbar^2}(2E\pm\hbar\omega).
\label{mean}
\end{equation}
The factor $2E\pm\hbar\omega$ is the sum of the initial and final kinetic energies.

If the modes together give an isotropic vertex, $\sum_\nu|\mathbf b_\nu\cdot\mathbf q|^2=D_1^2q^2$, then (\ref{mean}) holds for each direction of incidence. For a single vector $\mathbf b$ it does not. By (\ref{direction}) the rate is then proportional to $3E\cos^2\beta+E'$, where $\beta$ is the angle between $\mathbf k$ and a real $\mathbf b$. For absorption at 50 meV this runs from 70 to 220 meV, with a mean of 120 meV.

\subsection*{Density of final states}

For one valley and one spin,
\begin{equation}
\sum_{\mathbf k'}\to\frac{V}{(2\pi)^3}\int4\pi k'^2dk'
=V\int\frac{mk'}{2\pi^2\hbar^2}\,dE'
=V\int\frac{m^{3/2}\sqrt{E'}}{\sqrt2\,\pi^2\hbar^3}\,dE' ,
\end{equation}
where $k'dk'=m\,dE'/\hbar^2$ and $k'=\sqrt{2mE'}/\hbar$. The delta function sets $E'=E\pm\hbar\omega$. Collecting the factors of (\ref{golden}),
\begin{equation}
W_\pm=\frac{\pi n_\pm}{\rho\omega}\cdot\frac{2mD_1^2}{\hbar^2}(2E\pm\hbar\omega)\cdot
\frac{m^{3/2}\sqrt{E\pm\hbar\omega}}{\sqrt2\,\pi^2\hbar^3},
\end{equation}
and since $2/\sqrt2=\sqrt2$,
\begin{equation}
\boxed{W_\pm=\frac{\sqrt2\,m^{5/2}D_1^2\,n_\pm}{\pi\rho\omega\hbar^5}\,(2E\pm\hbar\omega)\sqrt{E\pm\hbar\omega}}
\label{rate}
\end{equation}
with $W_-=0$ for $E<\hbar\omega$.

\section{Limits and conditions}

\textbf{Low energy.} At $E=0$ absorption has a finite rate, in which the kinetic factors reduce to $(\hbar\omega)^{3/2}$. The prefactor contains $n_+/\omega$, so at fixed temperature and $D_1$ this rate still falls as the phonon energy rises. The initial wavevector is zero there, but the final one is not. Just above threshold, emission grows as $\hbar\omega\sqrt{E-\hbar\omega}$.

\textbf{High energy.} For $E\gg\hbar\omega$ both rates grow as $E^{3/2}$. An allowed coupling has a constant vertex $D_0$, and the same steps give
\begin{equation}
W^{(0)}_\pm=\frac{m^{3/2}D_0^2n_\pm}{\sqrt2\,\pi\rho\omega\hbar^3}\sqrt{E\pm\hbar\omega},\qquad
\frac{W_\pm}{W^{(0)}_\pm}=\frac{D_1^2(k^2+k'^2)}{D_0^2}.
\label{ratio}
\end{equation}
For equal phonon energies the first-order process therefore gains on the allowed one in proportion to $2E\pm\hbar\omega$.

\textbf{Detailed balance.} Absorption from $E$ and emission from $E+\hbar\omega$ connect the same two energies. The second rate is proportional to $(N+1)(2E+\hbar\omega)\sqrt E$. Multiply each rate by the density of its initial states. Both products contain $(2E+\hbar\omega)\sqrt{E(E+\hbar\omega)}$, and they differ by the factors $N$ and $N+1$. Since $N=(N+1)e^{-\hbar\omega/k_BT}$, the two flows cancel in a Boltzmann distribution.

\textbf{Unequal weights.} For a pair of valleys that time reversal does not exchange, $\mathbf a$ and $\mathbf b$ may differ in length. The same averages then replace $D_1^2(2E\pm\hbar\omega)$ by
\begin{equation}
\tfrac13\left(|\mathbf a|^2E+|\mathbf b|^2E'\right).
\end{equation}
The form (\ref{rate}) requires $|\mathbf a|=|\mathbf b|$, from time reversal or from another symmetry.

\section{Loss of velocity}

The weight $q^2$ favours large changes of wavevector, so collisions tend to reverse the motion. In either valley the velocity is $\hbar$ times the wavevector from the minimum, divided by $m$. The fraction of the initial velocity lost in a collision is $1-(k'/k)\cos\theta$, with $\theta$ the angle between $\mathbf k$ and $\mathbf k'$. For the isotropic vertex the average over angles is
\begin{equation}
\left\langle(k^2+k'^2-2kk'\cos\theta)\left(1-\frac{k'}{k}\cos\theta\right)\right\rangle
=k^2+k'^2+\tfrac23k'^2,
\end{equation}
because $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=\tfrac13$. The velocity is lost at the rate
\begin{equation}
W^v_\pm=W_\pm\left[1+\frac23\,\frac{E'}{E+E'}\right].
\end{equation}
A constant vertex would give $W^v=W$. A mobility does not follow from $W^v$ alone, since the electron also changes its energy and keeps part of its velocity, reversed, after the collision.

\section{Worked example}

The parameters are round numbers of the size met in silicon, chosen to illustrate the formula: $m=0.32\,m_0$, $\rho=2.33\,\mathrm{g/cm^3}$, $\hbar\omega=20$ meV, $D_1=5$ eV and $T=300$ K. The vertex is taken as isotropic. The Bose number is $N=0.856$.

For $E=50$ meV the initial wavevector is $k=0.648\,\mathrm{nm^{-1}}$. Absorption leads to $E'=70$ meV and $k'=0.767\,\mathrm{nm^{-1}}$. The root mean square of $q$ is
\begin{equation}
\bar q=\sqrt{0.648^2+0.767^2}\;\mathrm{nm^{-1}}=1.004\,\mathrm{nm^{-1}},
\end{equation}
so $D_1\bar q=5.02\times10^7$ eV/cm, or $8.04\times10^{-5}$ erg/cm. Writing the density of states with $k'$ turns (\ref{rate}) into
\begin{equation}
W_+=\frac{(D_1\bar q)^2N\,mk'}{2\pi\rho\omega\hbar^2}.
\end{equation}
With $m=2.915\times10^{-28}$ g, $\omega=3.04\times10^{13}\,\mathrm{s^{-1}}$ and $\hbar=1.0546\times10^{-27}$ erg\,s,
\begin{equation}
W_+=\frac{(8.04\times10^{-5})^2(0.856)(2.915\times10^{-28})(7.67\times10^6)}
{2\pi(2.33)(3.04\times10^{13})(1.0546\times10^{-27})^2}\,\mathrm{s^{-1}}
=2.5\times10^{10}\,\mathrm{s^{-1}}.
\end{equation}
Emission follows from the ratio
\begin{equation}
\frac{W_-}{W_+}=\frac{1.856}{0.856}\cdot\frac{80}{120}\cdot\sqrt{\frac{30}{70}}=0.946,
\end{equation}
which gives $W_-=2.37\times10^{10}\,\mathrm{s^{-1}}$. The total is $4.87\times10^{10}\,\mathrm{s^{-1}}$, a mean time of 21 ps. Velocity is lost faster than the electron scatters, by the factor $1+\tfrac23\cdot\tfrac{70}{120}=1.39$ for absorption and $1+\tfrac23\cdot\tfrac{30}{80}=1.25$ for emission.

Equation (\ref{rate}) gives at other energies:
\begin{center}
\begin{tabular}{rcc}
$E$ (meV) & $W_+$ ($10^{10}\,\mathrm{s^{-1}}$) & $W_-$ ($10^{10}\,\mathrm{s^{-1}}$)\\
0 & 0.22 & 0\\
10 & 0.55 & 0\\
25 & 1.17 & 0.36\\
50 & 2.50 & 2.37\\
100 & 6.01 & 8.70
\end{tabular}
\end{center}
Emission has the larger phonon factor but the smaller kinetic factors, and it overtakes absorption between 50 and 100 meV. At 100 meV the ratio $W_-/W_+$ is 1.45. At high energy it tends to $(N+1)/N=2.17$.

\section{Beside silicon}

Silicon has six valleys on the cube axes, in three opposite pairs. The symmetry of its lattice forbids the zeroth-order coupling of an opposite pair to the low-energy phonons on the axis. For the transverse ones the mirror argument says more. The vertex vanishes whenever $\mathbf k$ and $\mathbf k'$ both lie in the mirror plane, so $\mathbf b$ is perpendicular to that plane and lies across the valley axis. The longitudinal acoustic phonon has no linear vertex at all. Its selection rule holds for all $\mathbf k$ and $\mathbf k'$ on the axis, so $\mathbf b$ has no component along it, and the twofold rotation about the axis removes the components across it. The 20 meV isotropic vertex of the example is therefore an illustration, not a process of an opposite pair in silicon. Commonly used values for the allowed intervalley couplings in silicon run from about $2\times10^8$ to $11\times10^8$ eV/cm. By (\ref{ratio}), at equal phonon energy, the absorption computed here is between $(0.50/2)^2\approx6\%$ and $(0.50/11)^2\approx0.2\%$ of an allowed one. The allowed phonons of silicon have higher energies, roughly 47 to 62 meV, and are much less populated. With those energies the same absorption is about 4\% of the strongest allowed one, and per final valley it is comparable with the two weaker ones, which each reach four valleys. All scattering in pure silicon at room temperature amounts to roughly $5\times10^{12}\,\mathrm{s^{-1}}$, so this process contributes about 1\% at 50 meV. That estimate uses the spherical model, while silicon's valleys are ellipsoids. With masses $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, put $k_i=\sqrt{m_i/m}\,\kappa_i$. The energy is then spherical in $\boldsymbol\kappa$, and the average rate over an energy surface changes by
\begin{equation}
\sqrt{\frac{m_lm_t^2}{m^3}}\;\frac{m_l+2m_t}{3m}=1.36 .
\end{equation}
The first factor comes from the volume element and the second from the mean of $k^2$. This value belongs to the isotropic vertex. With the same $D_1$, a single vector $\mathbf b$ would give 2.89 if it lay along the long axis of the valley and 0.60 if it lay across it. Silicon's transverse phonons have the second arrangement, so 0.60 is the factor that applies to them. Their energy is also lower, near 12 meV, and putting this into (\ref{rate}) multiplies the total rate at 50 meV by 2.9. With both changes and the same $D_1$, the share of all scattering is about 2\%. The total scattering rate depends on the electron energy and on the coupling values adopted, so these shares are only good to within a factor of about two. The linear vertex is itself near its limit here. At 50 meV the heavy mass lets $|q_x|$ reach about $2.3\,\mathrm{nm^{-1}}$, against a phonon wavevector of about $3.5\,\mathrm{nm^{-1}}$. Terms beyond first order, including a quadratic coupling to the longitudinal phonon, are then not small, and the 0.7\% of the lattice model does not carry over.

Other corrections to the spherical model with an isotropic vertex, each taken with the rest held fixed unless stated, are these:
\begin{itemize}
\item In a nonparabolic band, $\hbar^2k^2/2m=E(1+\alpha E)$. With $\alpha=0.5\,\mathrm{eV^{-1}}$ the total rate rises by 9\%, from the larger wavevectors and density of states.
\item If the phonon frequency varies as $\omega+vq_x$ along the valley axis, with $v=8\times10^5$ cm/s, numerical integration over both directions in spherical valleys raises the total rate by 9\%.
With the ellipsoidal masses the effect is larger, because the heavy mass lies along the same axis and widens the range of $q_x$. The same slope then raises the rate by about 50\% for an isotropic vertex, and by about 18\% if $\mathbf b$ lies across the axis. For a 12 meV phonon with a slope of $5\times10^5$ cm/s, closer to silicon's transverse branch, the last figure is about 19\%.
\item At $10^{17}$ electrons per $\mathrm{cm^3}$, shared by six valleys, the final state of emission is occupied with probability 0.1\%.
\item A total scattering rate of $5\times10^{12}\,\mathrm{s^{-1}}$ broadens the levels by about 3 meV, which blurs the emission threshold at 20 meV.
\end{itemize}
Raising the temperature to 400 K multiplies the total rate by 1.36, through the Bose number. The value of $D_1$ is also uncertain, and it enters squared: a change of 20\% upward in $D_1$ raises the rate by 44\%.
